# Why a charged trench floor sends ions into the wall foot: test program

```python
"""
Result under test: in a slot with an insulating mask wall (top), a grounded
conducting wall (below it) and an insulating floor, isotropic electrons and
directional ions charge the mask negative and the floor positive; the floor
then acts as a diverging lens that sends ions to the foot of the lower wall.
First-order lens law: an ion at distance u from the midplane lands at
u*(1 + V/(2E)), V = floor potential, E = ion energy.
Symbols: x = position across the slot (0..1), s = height above the floor,
both in slot widths; the mouth is at s = 2, the mask covers 1 < s < 2.
Energies are in eV and potentials in V. Velocities are scaled so that
kinetic energy = vx**2 + vs**2, hence acceleration = charge * field / 2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.special import erfc, erfcx, ndtri
from scipy.stats import qmc

WIDTH = 0.5e-6          # m
DENSITY = 1e17          # m^-3
T_E = 3.0               # electron temperature, eV
T_ION = 0.3             # transverse ion temperature, eV
E_MID, E_AMP = 40.0, 25.0   # ion energy = E_MID + E_AMP*cos(phase), eV
HEIGHT, MASK_BOTTOM = 2.0, 1.0
CELLS = 50
H = 1.0 / CELLS
FLOOR, WALL, MOUTH = 1, 2, 3


def trace(field, start, charge, step):
    """Follow particles until they leave the slot; return place, height, energy."""
    x, s, vx, vs = [np.array(a, float) for a in start]
    n = len(x)
    place = np.zeros(n, int)
    hit = np.zeros(n)
    energy = np.zeros(n)
    idx = np.arange(n)
    fx, fs = field(x, s)
    ax, az = 0.5 * charge * fx, 0.5 * charge * fs
    for _ in range(2500):
        if len(idx) == 0:
            break
        kin = vx**2 + vs**2
        dt = step / np.sqrt(kin + np.hypot(ax, az) * step + 1e-12)
        hx, hs = vx + 0.5 * dt * ax, vs + 0.5 * dt * az
        xn, sn = x + dt * hx, s + dt * hs
        fx, fs = field(xn, sn)
        ax, az = 0.5 * charge * fx, 0.5 * charge * fs
        vx, vs = hx + 0.5 * dt * ax, hs + 0.5 * dt * az
        out = (xn < 0) | (xn > 1) | (sn < 0) | (sn > HEIGHT)
        if out.any():
            xo, so, x1, s1 = x[out], s[out], xn[out], sn[out]
            with np.errstate(divide="ignore", invalid="ignore"):
                cut_x = np.where(x1 < 0, xo / (xo - x1),
                                 np.where(x1 > 1, (1 - xo) / (x1 - xo), 2.0))
                cut_s = np.where(s1 < 0, so / (so - s1),
                                 np.where(s1 > HEIGHT,
                                          (HEIGHT - so) / (s1 - so), 2.0))
            cut = np.minimum(cut_x, cut_s)
            code = np.where(cut_x < cut_s, WALL,
                            np.where(s1 < 0, FLOOR, MOUTH))
            who = idx[out]
            place[who] = code
            hit[who] = so + cut * (s1 - so)
            new_kin = vx[out]**2 + vs[out]**2
            energy[who] = kin[out] + cut * (new_kin - kin[out])
            keep = ~out
            idx, xn, sn = idx[keep], xn[keep], sn[keep]
            vx, vs, ax, az = vx[keep], vs[keep], ax[keep], az[keep]
        x, s = xn, sn
    return place, hit, energy


def shares(result):
    """Fractions: floor, mask, lower wall foot half, upper half, mouth, lost."""
    place, hit, _ = result
    wall = place == WALL
    return np.array([np.mean(place == FLOOR),
                     np.mean(wall & (hit > MASK_BOTTOM)),
                     np.mean(wall & (hit <= 0.5)),
                     np.mean(wall & (hit > 0.5) & (hit <= MASK_BOTTOM)),
                     np.mean(place == MOUTH), np.mean(place == 0)])


def uniform_points(power, seed):
    pts = qmc.Sobol(3, scramble=True, seed=seed).random_base2(power)
    return np.clip(pts, 1e-9, 1 - 1e-9).T


def isotropic(power, seed, temperature):
    a, b, c = uniform_points(power, seed)
    return (a, np.full(len(a), HEIGHT), np.sqrt(temperature / 2) * ndtri(c),
            -np.sqrt(-temperature * np.log(b)))


def directed(power, seed):
    a, b, c = uniform_points(power, seed)
    return (a, np.full(len(a), HEIGHT), np.sqrt(T_ION / 2) * ndtri(c),
            -np.sqrt(E_MID + E_AMP * np.cos(np.pi * b)))


def no_field(x, s):
    return np.zeros_like(x), np.zeros_like(x)


def laplace(phi):
    """Fill the interior of phi from its boundary values."""
    nx, ns = phi.shape[0] - 2, phi.shape[1] - 2
    rhs = np.zeros((nx, ns))
    rhs[0] += phi[0, 1:-1]
    rhs[-1] += phi[-1, 1:-1]
    rhs[:, 0] += phi[1:-1, 0]
    rhs[:, -1] += phi[1:-1, -1]

    def second(n):
        return diags([-np.ones(n - 1), 2 * np.ones(n), -np.ones(n - 1)],
                     [-1, 0, 1])
    mat = kron(second(nx), identity(ns)) + kron(identity(nx), second(ns))
    phi[1:-1, 1:-1] = spsolve(mat.tocsc(), rhs.ravel()).reshape(nx, ns)
    return phi


def grid_field(phi):
    gx, gs = np.gradient(phi, H, edge_order=2)
    flat = -(gx + 1j * gs).ravel()
    nx, ns = phi.shape

    def field(x, s):
        u = np.clip(x / H, 0, nx - 1 - 1e-9)
        v = np.clip(s / H, 0, ns - 1 - 1e-9)
        i, j = u.astype(int), v.astype(int)
        a, b = u - i, v - j
        k = i * ns + j
        val = ((1 - a) * ((1 - b) * flat[k] + b * flat[k + 1])
               + a * ((1 - b) * flat[k + ns] + b * flat[k + ns + 1]))
        return val.real, val.imag
    return field


def dome_field(x, s):
    """Field of a floor at 1 V between grounded walls (closed form)."""
    x = np.clip(x, 1e-6, 1 - 1e-6)
    s = np.maximum(s, 1e-6)
    sn, cs = np.sin(np.pi * x), np.cos(np.pi * x)
    sh, ch = np.sinh(np.pi * s), np.cosh(np.pi * s)
    den = sh**2 + sn**2
    return -2 * cs * sh / den, 2 * sn * ch / den


# ---- shadowing without fields
electrons_big = isotropic(14, 11, T_E)
ions_big = directed(14, 12)
e_free = shares(trace(no_field, electrons_big, -1, 0.05))
i_free = shares(trace(no_field, ions_big, 1, 0.05))
hot_free = shares(trace(no_field, isotropic(14, 13, E_MID), 1, 0.05))


def view(depth):
    return np.sqrt(1 + depth**2) - depth


slow_mean = quad(lambda p: (E_MID + E_AMP * np.cos(p))**-0.5, 0, np.pi)[0] / np.pi
ion_mask_formula = np.sqrt(T_ION / np.pi) * slow_mean
assert abs(e_free[0] - view(2.0)) < 0.006
assert abs(e_free[1] - (1 - view(1.0))) < 0.006
assert abs(i_free[1] - ion_mask_formula) < 0.004
assert abs(i_free[0] - (1 - 2 * ion_mask_formula)) < 0.006
assert i_free[0] > e_free[0] and i_free[1] < e_free[1]
assert np.max(np.abs(hot_free[:2] - e_free[:2])) < 0.01

# ---- space charge
green = quad(lambda y: 0.5 * min(y, 1 - y), 0, 1, points=[0.5])[0]
space_volt = const.e * DENSITY * WIDTH**2 / (8 * const.epsilon_0)
assert abs(green * const.e * DENSITY * WIDTH**2 / const.epsilon_0
           / space_volt - 1) < 1e-8
debye = np.sqrt(const.epsilon_0 * T_E / (const.e * DENSITY))

# ---- potential shapes of the two insulating patches
shape = (CELLS + 1, 2 * CELLS + 1)
floor_shape = np.zeros(shape)
floor_shape[:, 0] = 1.0
floor_shape[[0, -1], 0] = 0.5
laplace(floor_shape)
mask_shape = np.zeros(shape)
for side in (0, -1):
    mask_shape[side, CELLS + 1:] = 1.0
    mask_shape[side, CELLS] = 0.5
    mask_shape[side, -1] = 0.5
laplace(mask_shape)
xg = np.arange(1, CELLS) * H
for level in (0.2, 0.5, 1.0):
    exact = 2 / np.pi * np.arctan(np.sin(np.pi * xg) / np.sinh(np.pi * level))
    assert np.max(np.abs(floor_shape[1:-1, round(level / H)] - exact)) < 4e-3


# ---- lens law from accurate orbits
def landing_shift(field, energy, x0):
    def rhs(t, y):
        fx, fs = field(y[0], y[1])
        return [y[2], y[3], 0.5 * fx, 0.5 * fs]

    def ground(t, y):
        return y[1]
    ground.terminal = True
    sol = solve_ivp(rhs, (0, 10 / np.sqrt(energy)),
                    [x0, 4.0, 0.0, -np.sqrt(energy)], events=ground,
                    rtol=1e-9, atol=1e-12, max_step=0.1 / np.sqrt(energy))
    return sol.y_events[0][0][0] - x0


def uneven_floor(x):
    return np.sin(np.pi * x) + 0.6 * np.sin(3 * np.pi * x)


def uneven_field(x, s):
    fx = fs = 0.0
    for n, amp in ((1, 1.0), (3, 0.6)):
        decay = amp * n * np.pi * np.exp(-n * np.pi * s)
        fx -= decay * np.cos(n * np.pi * x)
        fs += decay * np.sin(n * np.pi * x)
    return fx, fs


FAST = 200.0
lens_rows = []
for x0 in (0.15, 0.35):
    shift = landing_shift(dome_field, FAST, x0)
    law = (x0 - 0.5) / (2 * FAST)
    assert abs(shift / law - 1) < 0.03
    lens_rows.append((x0, shift, law))
    slope = (quad(lambda t: (1 - t) * uneven_floor(t), 0, 1)[0]
             - quad(uneven_floor, 0, x0)[0])
    uneven = landing_shift(uneven_field, FAST, x0)
    assert abs(uneven + slope / (2 * FAST)) < 0.03 * 0.5 / (2 * FAST)

# ---- share of vertical ions sent to the walls by the floor alone
half = (np.arange(4000) + 0.5) / 8000
wall_rows = []
for ratio in (40.0, 5.0, 2.0, 1.2, 0.9):
    start = (half, np.full(4000, HEIGHT), np.zeros(4000),
             np.full(4000, -np.sqrt(ratio)))
    got = shares(trace(dome_field, start, 1, 0.004))
    wall_rows.append((ratio, got[1:4].sum(), got[0], got[4]))
assert abs(wall_rows[0][1] * 2 * 40.0 - 1) < 0.10
assert wall_rows[-1][2] < 0.005 and wall_rows[-2][2] > 0.01

# ---- steady state: zero net current on each insulating patch
electrons = isotropic(11, 21, T_E)
ions = directed(11, 22)


def steady(mask_floats):
    mask_v, floor_v = (-4.0 if mask_floats else 0.0), 30.0
    for turn in range(30):
        field = grid_field(mask_v * mask_shape + floor_v * floor_shape)
        e = shares(trace(field, electrons, -1, 0.03))
        i = shares(trace(field, ions, 1, 0.03))
        gain = 1 / (1 + turn / 15)
        floor_v += 30 * gain * (i[0] - e[0])
        if mask_floats:
            mask_v += 12 * gain * (i[1] - e[1])
    return mask_v, floor_v


mask_v, floor_v = steady(True)
_, floor_v_cond = steady(False)
phi = mask_v * mask_shape + floor_v * floor_shape
field = grid_field(phi)
e_run = trace(field, isotropic(13, 31, T_E), -1, 0.015)
ion_fresh = directed(13, 32)
i_run = trace(field, ion_fresh, 1, 0.015)
e_end, i_end = shares(e_run), shares(i_run)
# tolerance: sampling error of the 2048-particle steady-state search
assert abs(e_end[0] - i_end[0]) < 0.025 and abs(e_end[1] - i_end[1]) < 0.025
assert e_end[5] < 0.005 and i_end[5] < 0.005
assert mask_v < 0 < floor_v

field_cond = grid_field(floor_v_cond * floor_shape)
e_cond = shares(trace(field_cond, isotropic(13, 33, T_E), -1, 0.015))
i_cond = shares(trace(field_cond, ion_fresh, 1, 0.015))
assert abs(e_cond[0] - i_cond[0]) < 0.025

# ---- energy conservation on landing
place, hit, energy = i_run
entry = ion_fresh[2]**2 + ion_fresh[3]**2
on_floor = place == FLOOR
on_foot = (place == WALL) & (hit < 0.5)
err_floor = np.median(np.abs(energy + floor_v - entry)[on_floor])
err_foot = np.median(np.abs(energy - entry)[on_foot])
assert err_floor < 0.5 and err_foot < 0.5

# ---- phase-space bound on electrons that pass the middle of the mask
eta = phi[:, round(1.5 / H)] / T_E
pos = np.maximum(eta, 0)
limit = np.where(eta < 0, np.exp(np.minimum(eta, 0)),
                 2 * np.sqrt(pos / np.pi) + erfcx(np.sqrt(pos)))
bound = np.trapezoid(limit, dx=H) if hasattr(np, "trapezoid") else np.trapz(limit, dx=H)
below = e_end[0] + e_end[2] + e_end[3]
assert below < bound + 0.015
# the attractive-side flux, from its definition as a velocity integral
test_eta = 0.7
direct = quad(lambda k: 2 / np.sqrt(np.pi) * np.sqrt(k) * np.exp(test_eta - k),
              test_eta, 60)[0]
assert abs(direct - (2 * np.sqrt(test_eta / np.pi)
                     + np.exp(test_eta) * erfc(np.sqrt(test_eta)))) < 1e-7

# ---- which potential sends ions to the foot
only_floor = shares(trace(grid_field(floor_v * floor_shape), ion_fresh, 1, 0.015))
only_mask = shares(trace(grid_field(mask_v * mask_shape), ion_fresh, 1, 0.015))
assert i_end[2] > 3 * i_free[2] and i_end[2] > i_end[3]
assert only_floor[2] > 2 * only_mask[2]

print(f"slot width {WIDTH*1e6:.2f} um; mask height = layer height = {WIDTH*1e6:.2f} um")
print(f"electron temperature {T_E:.1f} eV; transverse ion temperature {T_ION:.1f} eV")
print(f"ion energy range {E_MID-E_AMP:.0f} to {E_MID+E_AMP:.0f} eV")
print(f"plasma density {DENSITY:.1e} m^-3; Debye length {debye*1e6:.1f} um")
print(f"largest space-charge potential in slot {space_volt*1e6:.1f} uV")
print("Landing shares, fraction of the flux entering the mouth:")
print("  order: floor, mask, layer foot half, layer upper half, back out")


def row(label, v):
    print(f"  {label}: " + " ".join(f"{a:.3f}" for a in v[:5]))


row("electrons, no field", e_free)
row("ions, no field", i_free)
row("isotropic 40 eV ions, no field", hot_free)
print(f"view formula: floor {view(2.0):.4f}, mask {1-view(1.0):.4f}")
print(f"ion mask share, formula {ion_mask_formula:.4f}")
print(f"initial net current share: floor {i_free[0]-e_free[0]:+.3f}, "
      f"mask {i_free[1]-e_free[1]:+.3f}")
print(f"Lens law at E/V = {FAST:.0f} (positions in slot widths):")
for x0, shift, law in lens_rows:
    print(f"  x = {x0:.2f}: orbit shift {shift:.6f}, law {law:.6f}")
print("Vertical ions, floor charged alone: E/V, walls, floor, back out, V/(2E)")
for ratio, wall, flo, back in wall_rows:
    print(f"  {ratio:.1f}: {wall:.4f} {flo:.4f} {back:.4f} {1/(2*ratio):.4f}")
print(f"steady mask potential {mask_v:.1f} V")
print(f"steady floor potential {floor_v:.1f} V")
row("electrons, steady state", e_end)
row("ions, steady state", i_end)
print(f"foot-half ion flux, charged/uncharged {i_end[2]/i_free[2]:.1f}")
print(f"mean ion energy at foot half {energy[on_foot].mean():.1f} eV")
print(f"mean ion energy at floor {energy[on_floor].mean():.1f} eV")
print(f"median landing height at foot half {np.median(hit[on_foot])*WIDTH*1e9:.0f} nm")
print(f"median energy error: floor {err_floor:.3f} eV, foot {err_foot:.3f} eV")
print(f"potential at mid-mask centre {phi[CELLS//2, round(1.5/H)]:.2f} V")
print(f"electrons absorbed below mask {below:.3f}, phase-space bound {bound:.3f}")
row("ions, floor potential only", only_floor)
row("ions, mask potential only", only_mask)
print(f"steady floor potential with conducting mask {floor_v_cond:.1f} V")
row("electrons, conducting mask", e_cond)
row("ions, conducting mask", i_cond)
print("every check passed")
```

Output:

```
slot width 0.50 um; mask height = layer height = 0.50 um
electron temperature 3.0 eV; transverse ion temperature 0.3 eV
ion energy range 15 to 65 eV
plasma density 1.0e+17 m^-3; Debye length 40.7 um
largest space-charge potential in slot 56.5 uV
Landing shares, fraction of the flux entering the mouth:
  order: floor, mask, layer foot half, layer upper half, back out
  electrons, no field: 0.235 0.586 0.068 0.111 0.000
  ions, no field: 0.893 0.053 0.027 0.027 0.000
  isotropic 40 eV ions, no field: 0.236 0.586 0.068 0.110 0.000
view formula: floor 0.2361, mask 0.5858
ion mask share, formula 0.0535
initial net current share: floor +0.658, mask -0.533
Lens law at E/V = 200 (positions in slot widths):
  x = 0.15: orbit shift -0.000877, law -0.000875
  x = 0.35: orbit shift -0.000376, law -0.000375
Vertical ions, floor charged alone: E/V, walls, floor, back out, V/(2E)
  40.0: 0.0125 0.9875 0.0000 0.0125
  5.0: 0.0995 0.9005 0.0000 0.1000
  2.0: 0.2635 0.7365 0.0000 0.2500
  1.2: 0.5523 0.4477 0.0000 0.4167
  0.9: 0.9585 0.0000 0.0415 0.5556
steady mask potential -4.3 V
steady floor potential 36.6 V
  electrons, steady state: 0.265 0.180 0.000 0.011 0.545
  ions, steady state: 0.270 0.172 0.415 0.131 0.011
foot-half ion flux, charged/uncharged 15.5
mean ion energy at foot half 34.6 eV
mean ion energy at floor 20.4 eV
median landing height at foot half 104 nm
median energy error: floor 0.002 eV, foot 0.012 eV
potential at mid-mask centre -2.23 V
electrons absorbed below mask 0.276, phase-space bound 0.381
  ions, floor potential only: 0.313 0.079 0.492 0.105 0.012
  ions, mask potential only: 0.740 0.150 0.046 0.063 0.000
steady floor potential with conducting mask 26.7 V
  electrons, conducting mask: 0.446 0.518 0.001 0.035 0.000
  ions, conducting mask: 0.447 0.070 0.394 0.079 0.010
every check passed
```
